**Bound-electron g factor: Breit, radiative and recoil terms**

The program tests g/g_e = 1 − (Zα)²/3 + α(Zα)²/(4π) + (Zα)² m/(2M) for the 1s state of a hydrogenlike atom. Here Z is the nuclear charge, α the fine-structure constant, m and M the electron and nuclear masses, and g_e the free-electron value. It solves the radial Dirac–Pauli equation to first order in the field and the anomaly, and asserts the Breit coefficient −1/3 and the radiative coefficient 1/2 (in units of the anomaly times (Zα)²) within a tolerance of 0.001. It also applies the two-body spin operators to an explicit state by finite differences. From this it asserts zero pseudomomentum for the neutral atom, the recoil slope 1/2 for Z = 1 and Z = 3, and the second-order remainder −(1+Z)/2. The magnetic field of the moving nucleus is compared with the curl of its vector potential. For hydrogen the output gives −17.75045 ppm (Breit), +0.03092 ppm (radiative) and +0.01450 ppm (recoil), in total −17.70503 ppm. The numerical calculations together give −17.70533 ppm; most of the difference is the next Breit term, −0.00024 ppm.

## Verification by program

```python
"""Bound-electron g factor of a hydrogenlike 1s state, relative to the free one:
  g/g_e = 1 - (Z alpha)^2/3 + alpha (Z alpha)^2/(4 pi) + (Z alpha)^2 m/(2 M)
Z: nuclear charge, alpha: fine-structure constant, m: electron mass,
M: nuclear mass, a: free-electron anomaly, g_e = 2 (1 + a).
Atomic units inside (m = 1, electron charge -1, c = 1/alpha).
Road 1: Dirac-Pauli equation, response to the magnetic field in a radial basis.
Road 2: two-body spin operators applied to an explicit two-body state.
"""
import numpy as np
import mpmath as mp
from scipy import constants as C

mp.mp.dps = 40
alpha = C.fine_structure
mass_ratio = C.physical_constants["electron-proton mass ratio"][0]
proton_mass = 1.0 / mass_ratio
hartree_ev = C.physical_constants["Hartree energy in eV"][0]
rest_ev = C.m_e * C.c**2 / C.e
bohr_angstrom = C.physical_constants["Bohr radius"][0] * 1e10
anomaly = alpha / (2 * np.pi)


def dirac_pauli(Z, size):
    """Return g at a = 0, and the direct and electric parts of the term
    linear in a, both in units of the free anomalous energy a*B/2.
    Basis r^(gamma+k) exp(-Z r) for the large (G) and small (F) parts."""
    c = 1 / mp.mpf(alpha)
    gamma = mp.sqrt(1 - (Z / c)**2)
    energy = c**2 * gamma

    def moment(power):
        s = 2 * gamma + power + 1
        return mp.gamma(s) / mp.mpf(2 * Z)**s

    dim = 2 * size
    H, S, W_mag, W_el, W_dir = [mp.zeros(dim) for _ in range(5)]
    for j in range(size):
        for k in range(size):
            one, inv = moment(j + k), moment(j + k - 1)
            J, K = j + size, k + size
            S[j, k] = S[J, K] = one
            H[j, k] = c**2 * one - Z * inv
            H[J, K] = -c**2 * one - Z * inv
            H[J, k] = c * ((gamma + k - 1) * inv - Z * one)
            H[j, K] = c * (-(gamma + k + 1) * inv + Z * one)
            W_mag[j, K] = W_mag[J, k] = -c / 3 * moment(j + k + 1)
            W_el[j, K] = W_el[J, k] = -Z / (2 * c) * moment(j + k - 2)
            W_dir[j, k] = one / 2
            W_dir[J, K] = one / 6
    state = mp.zeros(dim, 1)
    state[0] = 1
    state[size] = -c * (1 - gamma) / Z
    state = state / mp.sqrt((state.T * S * state)[0])
    residual = (H - energy * S) * state
    assert max(abs(x) for x in residual) < mp.mpf(10)**(-25)

    slope = (state.T * W_mag * state)[0]
    overlap = S * state
    source = -(W_mag - slope * S) * state
    bordered = mp.zeros(dim + 1)
    rhs = mp.zeros(dim + 1, 1)
    for i in range(dim):
        for j in range(dim):
            bordered[i, j] = H[i, j] - energy * S[i, j]
        bordered[i, dim] = bordered[dim, i] = overlap[i]
        rhs[i] = source[i]
    solution = mp.lu_solve(bordered, rhs)
    response = mp.matrix([solution[i] for i in range(dim)])
    direct = 2 * (state.T * W_dir * state)[0]
    electric = 4 * (state.T * W_el * response)[0]
    return float(4 * slope), float(direct), float(electric)


class TwoBody:
    """Electron and nucleus in a field B along z; the state is
    exp(i lam R.(B x r)/2) exp(-mu Z r), R the centre of mass."""

    def __init__(self, Z, M):
        self.Z, self.M, self.total = Z, M, 1.0 + M
        self.mu = M / self.total
        self.lam = (M + Z) / self.total
        t, wt = np.polynomial.laguerre.laggauss(8)
        u, wu = np.polynomial.legendre.leggauss(8)
        f = 2 * np.pi * np.arange(8) / 8
        T, U, F = np.meshgrid(t, u, f, indexing="ij")
        weight = (wt * t**2)[:, None, None] * wu[None, :, None] * np.ones_like(F)
        self.weight = (weight / weight.sum()).ravel()
        s = np.sqrt(1 - U**2)
        points = np.stack([T * s * np.cos(F), T * s * np.sin(F), T * U], -1)
        self.r = points.reshape(-1, 3) / (2 * self.mu * Z)

    def log_state(self, r1, r2, B):
        r = r1 - r2
        R = (r1 + self.M * r2) / self.total
        phase = self.lam * np.sum(R * np.cross(B, r), axis=1) / 2
        return 1j * phase - self.mu * self.Z * np.linalg.norm(r, axis=1)

    def momenta(self, R, B):
        """Canonical p1 and p2 acting on the state, divided by the state."""
        r1 = R + self.M * self.r / self.total
        r2 = R - self.r / self.total
        h = 1e-5 / self.Z
        p1 = np.zeros(self.r.shape, complex)
        p2 = np.zeros(self.r.shape, complex)
        for i in range(3):
            d = np.zeros(3)
            d[i] = h
            p1[:, i] = -1j * (self.log_state(r1 + d, r2, B)
                              - self.log_state(r1 - d, r2, B)) / (2 * h)
            p2[:, i] = -1j * (self.log_state(r1, r2 + d, B)
                              - self.log_state(r1, r2 - d, B)) / (2 * h)
        return r1, r2, p1, p2

    def kinetic_momenta(self, R, B):
        r1, r2, p1, p2 = self.momenta(R, B)
        return (p1 + np.cross(B, r1) / 2,
                p2 - self.Z * np.cross(B, r2) / 2)

    def parts(self, a=0.0):
        """Kinetic, anomalous, own-orbit and other-orbit shifts of the
        coefficient of s.B, in units of (Z alpha)^2."""
        R = np.array([0.3, -0.2, 0.5])
        B = np.array([0.0, 0.0, 1.0])
        _, _, p1, _ = self.momenta(R, 0 * B)
        p_sq = self.weight @ np.sum(abs(p1)**2, axis=1)
        pz_sq = self.weight @ abs(p1[:, 2])**2
        pi1, pi2 = self.kinetic_momenta(R, B)
        cube = np.linalg.norm(self.r, axis=1)**3
        own = self.weight @ (np.cross(self.r, pi1.real)[:, 2] / cube)
        other = self.weight @ (np.cross(self.r, pi2.real)[:, 2] / cube)
        return np.array([-p_sq / 2, -a * pz_sq / 2,
                         (1 + 2 * a) * self.Z * own / 2,
                         -(1 + a) * self.Z * other / self.M]) / self.Z**2


# Dirac-Pauli road: Breit term and both pieces of the bound anomaly
for Z in (1, 2):
    za2 = (Z * alpha)**2
    g_dirac, direct, electric = dirac_pauli(Z, 3)
    larger = dirac_pauli(Z, 5)
    assert np.allclose((g_dirac, direct, electric), larger, rtol=0, atol=1e-13)
    assert abs((g_dirac / 2 - 1) / za2 + 1 / 3) < 1e-3
    assert abs((direct - 1) / za2 + 1 / 6) < 1e-3
    assert abs(electric / za2 - 1 / 3) < 1e-3
    assert abs((direct + electric - g_dirac / 2) / za2 - 1 / 2) < 1e-3
g_dirac, direct, electric = dirac_pauli(1, 3)
breit_coef = (g_dirac / 2 - 1) / alpha**2
direct_coef = (direct - 1) / alpha**2
electric_coef = electric / alpha**2
radiative_coef = (direct + electric - g_dirac / 2) / alpha**2

# magnetic field of a slowly moving nucleus from its Darwin vector potential
velocity = np.array([0.4, -0.7, 0.2])
place = np.array([0.9, 0.5, -1.1])


def darwin_potential(x):
    d = np.linalg.norm(x)
    return (velocity + x * (x @ velocity) / d**2) / (2 * d)


step = 1e-4
jac = np.array([(darwin_potential(place + step * e)
                 - darwin_potential(place - step * e)) / (2 * step)
                for e in np.eye(3)])
curl = np.array([jac[1, 2] - jac[2, 1], jac[2, 0] - jac[0, 2],
                 jac[0, 1] - jac[1, 0]])
field = np.cross(velocity, place) / np.linalg.norm(place)**3
assert np.allclose(curl, field, atol=1e-7)

# neutral atom: the explicit state has zero pseudomomentum
B_z = np.array([0.0, 0.0, 1.0])
R_a, R_b = np.array([0.3, -0.2, 0.5]), np.array([-1.1, 0.8, 0.1])
atom = TwoBody(1, 7.0)
r1, r2, p1, p2 = atom.momenta(R_a, B_z)
pseudo = p1 - np.cross(B_z, r1) / 2 + p2 + np.cross(B_z, r2) / 2
assert np.max(abs(pseudo)) < 1e-8
pi1, pi2 = atom.kinetic_momenta(R_a, B_z)
inner_A = np.cross(B_z, atom.r) / 2
assert np.allclose(pi1.real, inner_A, atol=1e-8)
assert np.allclose(pi2.real, inner_A, atol=1e-8)

# ion: the chosen phase frees the relative velocity from the position R
ion = TwoBody(3, 7.0)
speeds = []
for R in (R_a, R_b):
    pi1, pi2 = ion.kinetic_momenta(R, B_z)
    speeds.append(pi1 - pi2 / ion.M)
assert np.allclose(speeds[0], speeds[1], atol=1e-8)

# closed neutral-atom formula at a light nucleus and a large anomaly
a_big, mu = 0.3, atom.mu
closed = (-mu**2 / 2 - a_big * mu**2 / 6 + (1 + 2 * a_big) * mu / 6
          - (1 + a_big) * mu / (3 * atom.M))
assert abs(atom.parts(a_big).sum() - closed) < 1e-6

# recoil slope 1/2 for atom and ion, with remainder -(1+Z)/2 (m/M)^2
for Z in (1, 3):
    M = 400.0
    slope = (TwoBody(Z, M).parts().sum() + 1 / 3) * M
    assert abs(slope - 0.5) < (1 + Z) / M
    assert abs((slope - 0.5) * M + (1 + Z) / 2) < 0.05

# hydrogen
hydrogen = TwoBody(1, proton_mass)
parts = hydrogen.parts()
fixed = np.array([-1 / 2, 0.0, 1 / 6, 0.0])
recoil_slopes = (parts - fixed) * proton_mass
assert np.allclose(recoil_slopes, [1, 0, -1 / 6, -1 / 3], atol=2e-3)
breit = -alpha**2 / 3
radiative = alpha**3 / (4 * np.pi)
recoil = alpha**2 * mass_ratio / 2
total = breit + radiative + recoil
recoil_numeric = alpha**2 * (parts.sum() + 1 / 3)
numeric = ((g_dirac / 2 + anomaly * (direct + electric) + recoil_numeric)
           / (1 + anomaly) - 1)
# the formula omits (Z alpha)^4/12, about 2.4e-10, and smaller terms
assert abs(numeric - total) < 5e-10
assert abs(total * 1e6 + 17.7) < 0.05

kinetic_ev = hartree_ev * hydrogen.mu**2 / 2
coulomb_ev = hartree_ev * hydrogen.mu
splitting = 1e-4
print(f"inverse fine-structure constant: {1/alpha:.6f} (no unit)")
print(f"electron-proton mass ratio m/M: {mass_ratio:.6e} (no unit)")
print(f"one-loop anomaly alpha/(2 pi): {anomaly:.7f} (no unit)")
print(f"electron rest energy: {rest_ev:.2f} eV")
print(f"Bohr radius: {bohr_angstrom:.6f} angstrom")
print(f"mean kinetic energy p^2/(2m) in H: {kinetic_ev:.5f} eV")
print(f"mean Coulomb energy Z/r in H: {coulomb_ev:.5f} eV")
print(f"kinetic part, fixed nucleus: {-alpha**2/2*1e6:.5f} ppm")
print(f"spin-orbit part, fixed nucleus: {alpha**2/6*1e6:.5f} ppm")
print("Coefficients of (Z alpha)^2 from the Dirac-Pauli equation, Z = 1:")
print(f"  Breit term: {breit_coef:.6f} (no unit)")
print(f"  anomaly, direct magnetic part: {direct_coef:.6f} (no unit)")
print(f"  anomaly, electric part: {electric_coef:.6f} (no unit)")
print(f"  anomaly after division by g_e: {radiative_coef:.6f} (no unit)")
print("Coefficients of (Z alpha)^2 m/M from the two-body state, H:")
print(f"  kinetic: {recoil_slopes[0]:.5f} (no unit)")
print(f"  own orbit: {recoil_slopes[2]:.5f} (no unit)")
print(f"  other orbit: {recoil_slopes[3]:.5f} (no unit)")
print(f"  sum: {recoil_slopes.sum():.5f} (no unit)")
print(f"Breit term in H: {breit*1e6:.5f} ppm")
print(f"radiative term in H: {radiative*1e6:.5f} ppm")
print(f"recoil term in H: {recoil*1e6:.5f} ppm")
print(f"radiative plus recoil in H: {(radiative+recoil)*1e6:.5f} ppm")
print(f"total from the formula: {total*1e6:.5f} ppm")
print(f"total from the two numerical roads: {numeric*1e6:.5f} ppm")
print(f"next Breit term -(Z alpha)^4/12: {-alpha**4/12*1e6:.5f} ppm")
print(f"chosen free-spin splitting: {splitting:.1e} eV")
print(f"  Breit shift of it: {splitting*breit:.4e} eV")
print(f"  radiative shift of it: {splitting*radiative:.4e} eV")
print(f"  recoil shift of it: {splitting*recoil:.4e} eV")
print(f"  total shift of it: {splitting*total:.4e} eV")
print("every check passed")
```

It prints:

```
inverse fine-structure constant: 137.035999 (no unit)
electron-proton mass ratio m/M: 5.446170e-04 (no unit)
one-loop anomaly alpha/(2 pi): 0.0011614 (no unit)
electron rest energy: 510998.95 eV
Bohr radius: 0.529177 angstrom
mean kinetic energy p^2/(2m) in H: 13.59089 eV
mean Coulomb energy Z/r in H: 27.19657 eV
kinetic part, fixed nucleus: -26.62568 ppm
spin-orbit part, fixed nucleus: 8.87523 ppm
Coefficients of (Z alpha)^2 from the Dirac-Pauli equation, Z = 1:
  Breit term: -0.333338 (no unit)
  anomaly, direct magnetic part: -0.166669 (no unit)
  anomaly, electric part: 0.333404 (no unit)
  anomaly after division by g_e: 0.500073 (no unit)
Coefficients of (Z alpha)^2 m/M from the two-body state, H:
  kinetic: 0.99918 (no unit)
  own orbit: -0.16658 (no unit)
  other orbit: -0.33315 (no unit)
  sum: 0.49946 (no unit)
Breit term in H: -17.75045 ppm
radiative term in H: 0.03092 ppm
recoil term in H: 0.01450 ppm
radiative plus recoil in H: 0.04542 ppm
total from the formula: -17.70503 ppm
total from the two numerical roads: -17.70533 ppm
next Breit term -(Z alpha)^4/12: -0.00024 ppm
chosen free-spin splitting: 1.0e-04 eV
  Breit shift of it: -1.7750e-09 eV
  radiative shift of it: 3.0923e-12 eV
  recoil shift of it: 1.4501e-12 eV
  total shift of it: -1.7705e-09 eV
every check passed
```
